# Half-reaction conversions from periodic growth and its transient

## Problem

A film is grown by atomic layer deposition. Each cycle consists of a dose of metal precursor A, a purge, a dose of co-reactant B, and a second purge. Neither dose is long enough to saturate the surface. After several cycles the growth settles to a periodic value, which is 0.5625 of the growth in a cycle with both doses saturating. While it settles, the deviation from the periodic value in each cycle is 0.04 times the deviation in the cycle before.

Use the following model. The surface has a fixed number of independent, equivalent sites, each of which is either *ready* for A or *covered* by A. The A dose converts a fraction $a$ of the ready sites into covered sites. The B dose converts a fraction $b$ of the covered sites into ready sites, and the metal stays in the film. The purges change nothing. Growth means metal uptake during the A dose.

(a) Which two conversions are consistent with the data?

(b) Can the data tell which conversion belongs to A and which to B? If not, what further measurement can?

The conversions are taken to be the same in every cycle, whatever the coverage. First-order kinetics has this property: if each ready site reacts at a rate $k$ during a dose of duration $t$, the fraction left unreacted is $e^{-kt}$, so that $a=1-e^{-kt}$ however many sites were ready at the start. The same holds for B.

Write $g=0.5625$ for the relative periodic growth and $\lambda=0.04$ for the relaxation factor. Both are pure numbers.

## First estimate by scaling

Compare two surfaces that differ in their ready fraction at the start of a cycle. The A dose removes a fraction $a$ of this difference and the B dose a fraction $b$ of what remains. The memory of the starting state thus shrinks by $(1-a)(1-b)$ per cycle, so this product should set the relaxation factor. Since $\lambda=0.04$, the smaller of the two factors cannot exceed $\sqrt{0.04}=0.2$. One reaction is therefore at least 80% complete.

Call the larger conversion $h$ and the smaller $l$. The corresponding reactions are called faster and slower, meaning more and less complete within their doses. If the faster reaction were complete, it would reset every site available to it, and the slower reaction alone would limit the growth. This suggests

$$
l\approx g=0.56 .
$$

The memory condition then gives the other conversion:

$$
1-h\approx\frac{\lambda}{1-g}=\frac{0.04}{0.4375}=0.091,
\qquad h\approx0.91 .
$$

The estimate does not say whether A or B is the slower reaction. It also treats the faster reaction as complete in one step and as incomplete in the next. The exact cycle map removes this inconsistency.

## Exact solution

### The cycle map

Let $x_n$ be the fraction of sites that are ready just before the A dose of cycle $n$. The A dose takes up metal on $a x_n$ sites and leaves $(1-a)x_n$ ready. The covered fraction is then $1-(1-a)x_n$, and B makes a fraction $b$ of it ready again. Adding the sites that stayed ready,

$$
\begin{aligned}
x_{n+1}&=(1-a)x_n+b\,[1-(1-a)x_n]\\
&=b+(1-a)(1-b)\,x_n .
\end{aligned}
$$

In the periodic state $x_{n+1}=x_n=x^*$, so

$$
x^*=\frac{b}{1-(1-a)(1-b)} .
$$

Subtracting the fixed-point equation from the map gives

$$
x_{n+1}-x^*=(1-a)(1-b)\,(x_n-x^*) .
$$

The growth in cycle $n$ is $g_n=a x_n$. In a fully saturated cycle $a=b=1$ and $x^*=1$, so the growth is one unit per site and $g_n$ is already the relative growth. Multiplying the last equation by $a$ shows that the growth deviation shrinks by the same factor as the deviation of $x_n$. Hence

$$
\lambda=(1-a)(1-b),\qquad
g=a x^*=\frac{ab}{1-\lambda}=\frac{ab}{a+b-ab}. \tag{1}
$$

The last form uses $1-(1-a)(1-b)=a+b-ab$.

### Inversion

Equation (1) gives the product of the conversions directly:

$$
P\equiv ab=g(1-\lambda)=0.5625\times0.96=0.54 .
$$

Expanding $\lambda=1-(a+b)+ab$ gives their sum:

$$
S\equiv a+b=1-\lambda+P=0.96+0.54=1.50 .
$$

Two numbers with sum $S$ and product $P$ are the roots of $(t-a)(t-b)=0$, that is, of

$$
t^2-St+P=0,\qquad
t=\frac{S\pm\sqrt{S^2-4P}}{2}. \tag{2}
$$

Here $S^2-4P=2.25-2.16=0.09$, whose square root is 0.30. The roots are

$$
h=\frac{1.50+0.30}{2}=0.90,\qquad
l=\frac{1.50-0.30}{2}=0.60 .
$$

This answers part (a). Every solution of (1) must have this sum and this product, so there is no other pair.

### Which data are possible

Not every pair $(g,\lambda)$ can come from this model. Real roots require $S\ge2\sqrt P$. Inserting $S=1-\lambda+P$ and collecting the square,

$$
1-2\sqrt P+P\ge\lambda
\quad\Longleftrightarrow\quad
(1-\sqrt P)^2\ge\lambda .
$$

Since $P<1$, both sides have non-negative roots and $\sqrt P\le1-\sqrt\lambda$. Squaring, and using $P=g(1-\lambda)$ with $1-\lambda=(1-\sqrt\lambda)(1+\sqrt\lambda)$,

$$
g\le\frac{1-\sqrt\lambda}{1+\sqrt\lambda}. \tag{3}
$$

For $\lambda=0.04$ the limit is $0.8/1.2=0.667$. It is reached when both conversions equal 0.8. Measured values above the limit would show that the model, the normalization or the measurement is at fault.

Real roots are also physical for $0<\lambda<1$ and $0<g<1$. The quadratic equals $P>0$ at $t=0$ and $1-S+P=\lambda>0$ at $t=1$. Its minimum lies at $S/2=(1-\lambda)(1+g)/2$, which is between 0 and 1. Both roots therefore lie between 0 and 1.

### Why the order is missing

Both expressions in (1) are unchanged when $a$ and $b$ are exchanged. The following two assignments thus give identical values of $g$ and $\lambda$:

- order I: $a=0.9$, $b=0.6$;
- order II: $a=0.6$, $b=0.9$.

The symmetry has a physical origin. Let $y_n=1-(1-a)x_n$ be the covered fraction just before the B dose. The B dose leaves $x_{n+1}=1-(1-b)y_n$, and therefore

$$
y_{n+1}=1-(1-a)[1-(1-b)y_n]=a+(1-a)(1-b)y_n .
$$

This is the original map with $a$ and $b$ exchanged. The two reactions play equivalent roles in a closed loop, and the choice of the dose at which the loop begins does not affect its relaxation. In the periodic state every site that A covers must be balanced by one that B releases, so the turnover in both doses is $g$.

The surfaces themselves are different. From $x^*=g/a$, the ready fraction before A is $0.5625/0.9=0.625$ in order I and $0.5625/0.6=0.9375$ in order II. Growth data contain the product $ax^*$, in which a small conversion and a large ready fraction compensate each other.

### What the full growth record adds

Applying the relaxation law repeatedly from the first cycle gives

$$
g_n=g+(g_1-g)\lambda^{n-1},\qquad g_1=a x_1 . \tag{4}
$$

A complete record thus contains one number beyond $g$ and $\lambda$, the first growth $g_1$. If the starting fraction $x_1$ is unknown, an order can reproduce the record whenever $x_1=g_1/a$ does not exceed 1. For example, order I started at $x_1=0.50$ and order II started at $x_1=0.75$ both have $g_1=0.45$, and their records agree in every cycle. A first growth above 0.6 excludes order II, because it would need more ready sites than exist.

A known start does not always help. If the surface is entirely covered at first, $x_1=0$ and $g_1=0$ in both orders. Then $x_2=b$ and $g_2=ab=0.54$, again in both orders. By (4) all later cycles agree too.

If the surface is entirely ready at first, $x_1=1$ and $g_1=a$. The first growth is then 0.9 in order I and 0.6 in order II, which answers part (b). More generally, any known nonzero $x_1$ gives $a=g_1/x_1$. If $g_1$ happens to equal $g$, there is no transient, and $\lambda$ must be found from another start.

A change of dose is a second way to decide. Suppose that the A dose is doubled in duration while its pressure, the B dose and the temperature are held fixed. With first-order kinetics the unreacted fraction is squared, so $a$ becomes $a'=1-(1-a)^2$. Equation (1) gives

$$
\text{I: } a'=0.99,\quad
g'=\frac{0.99\times0.6}{1-0.01\times0.4}=0.596,
$$

$$
\text{II: } a'=0.84,\quad
g'=\frac{0.84\times0.9}{1-0.16\times0.1}=0.768 .
$$

The growth rises by 6% of its former value in order I and by 37% in order II. The larger response occurs when the lengthened dose belongs to the slower reaction.

## Comparison of the estimate with the exact solution

The estimate gave 0.56 and 0.91, against the exact 0.60 and 0.90. To find the source of the difference, write (1) as $g=hl/(1-\lambda)$ and subtract it from $l$:

$$
l-g=\frac{l(1-\lambda-h)}{1-\lambda}
=\frac{l^2(1-h)}{1-\lambda}. \tag{5}
$$

The second step uses $1-\lambda=h+l-hl$, so that $1-\lambda-h=l(1-h)$. The estimate of $l$ is low because the faster reaction also misses some sites, and its error vanishes with the missed fraction $1-h$. Here the error is $0.36\times0.1/0.96=0.0375$, about 6% of $l$.

The error in $h$ follows from using $g$ in place of $l$ in the memory condition:

$$
\lambda\left(\frac1{1-l}-\frac1{1-g}\right)
=0.04\,(2.500-2.286)=0.009 .
$$

Its ratio to the error in $l$ is $\lambda/[(1-l)(1-g)]=(1-h)/(1-g)=0.23$. It is smaller because the fraction missed by the faster reaction, $1-h$, is small compared with $1-g$.

Two limits show the range of the estimate. When $h\to1$, (5) vanishes and the growth equals the smaller conversion. In this limit $\lambda\to0$, and the periodic state is reached after one full cycle. When the conversions are equal and $\lambda=0.04$, both are 0.8 but $g=0.667$. Taking $g$ for the smaller conversion is then wrong by 0.133, or 17% of 0.8. The estimate is thus good when one reaction is nearly complete and poorer when both fall equally short.

### Sensitivity to the data

The exact inversion has a weakness of its own near equal conversions. Differentiating (2) gives

$$
(2t-S)\,dt=t\,dS-dP .
$$

From the definitions, $dS=-d\lambda+dP$ and $dP=(1-\lambda)dg-g\,d\lambda$. Therefore

$$
dt=\frac{(t-1)\,dP-t\,d\lambda}{2t-S}. \tag{6}
$$

The denominator is $h-l$ for the larger root and $-(h-l)$ for the smaller. As the conversions approach each other, small data errors produce large errors in each root. At equal conversions (6) no longer applies, and the error grows as the square root of the data error: for $a=b=0.8$, a $\lambda$ too low by 0.001 moves the roots by about 0.026, and one too high by 0.001 makes them complex. For the present data,

$$
dh=-0.32\,dg-2.81\,d\lambda,\qquad
dl=1.28\,dg+1.25\,d\lambda .
$$

For equal absolute errors in $g$ and $\lambda$, the larger conversion is affected mainly by the error in $\lambda$, and the smaller one about equally by both.

## Cerium oxide as an example

Consider CeO$_2$ grown from a bulky cerium cyclopentadienyl precursor (A) and water (B) near 520 K. Ready sites are surface hydroxyl groups. A saturated growth of 0.2 nm per cycle is assumed only to set a thickness scale. It corresponds to 5 Ce per nm$^2$, or 0.20 nm$^2$ per Ce, less than the roughly 0.23 nm$^2$ that one cyclopentadienyl ring occupies edge-on. By this rough geometry, one ligand-bearing Ce per site on a flat surface cannot supply it, so a real process at this rate has other contributions. The periodic growth is then $0.5625\times0.2=0.1125$ nm per cycle. A conversion of 0.6 represents a deliberately short dose. The example illustrates the numbers of the two-state model and does not describe the actual chemistry. An adsorbed Ce can keep more than one ligand. If water must remove two ligands independently, with $b$ the fraction of freshly covered sites fully freed in one dose, the first two cycles of a covered start give $g=0.610$, $\lambda=0.115$ in order I, which violates (3), and $g=0.564$, $\lambda=0.043$ in order II.

In the model a long precursor dose prepares a covered surface, and a long water dose prepares a ready one. Equation (4) gives the following growth in the first three cycles, in nm:

| Start | Order | Cycle 1 | Cycle 2 | Cycle 3 |
|---|---|---:|---:|---:|
| covered | I or II | 0 | 0.1080 | 0.1123 |
| ready | I | 0.1800 | 0.1152 | 0.1126 |
| ready | II | 0.1200 | 0.1128 | 0.1125 |

The two starts serve different purposes. The ready start separates the orders by 0.06 nm in the first cycle. In order II, however, its second cycle is only 0.0003 nm from the periodic value, which makes $\lambda$ hard to read. The covered start leaves a second-cycle deviation of 0.0045 nm in either order, but cannot separate them through metal uptake. Its first B dose converts a fraction $b$ of the sites, 0.6 in order I and 0.9 in order II, so a measurement that resolves the B dose itself would separate them.

Even that deviation is small. For the covered start $g_1=0$, so (4) gives $\lambda=1-g_2/g$. Suppose that the second-cycle growth is misread by 0.001 nm while the periodic growth is known. The inferred $\lambda$ changes by $0.001/0.1125=0.009$. A reading that is too low gives conversions of 0.87 and 0.61; one that is too high gives 0.92 and 0.59. Averaging over repeated transients is needed if a second decimal is to have meaning at this error. The reading $\lambda=1-g_2/g$ also requires the metal uptake itself. A net mass record includes the change in adsorbed ligands: with two isopropylcyclopentadienyl ligands per covered site, the same formula gives 0.085 in order I and 0.107 in order II, and (2) then has no real roots. The ratio of successive deviations remains 0.04 and is the quantity to use.

Doubling the precursor dose gives 0.119 nm per cycle in order I and 0.154 nm in order II. This difference of 0.034 nm appears in every periodic cycle and does not require a short transient to be resolved.

### Effects outside the model

Real surfaces break several of the assumptions. Five departures were computed by following the cycles numerically from a covered start, then applying (2) to the resulting periodic growth and first two cycles. Their strengths are rough assumptions.

- **Hydroxyl loss.** With a barrier of 1.6 eV and the attempt rate $k_BT/h_P=1.08\times10^{13}$ s$^{-1}$, where $h_P$ is Planck's constant, the loss rate at 520 K is $3.4\times10^{-3}$ s$^{-1}$. A 10 s purge before A removes a fraction $d=0.033$ of the ready sites. This number depends exponentially on the assumed barrier: 1.55 eV gives $d=0.098$ and inferred conversions of 0.92 and 0.53, and 1.5 eV gives $d=0.27$ and 0.95 and 0.415. At 1.4 eV, $d=0.95$ and almost no ready sites survive the purge. Water is assumed to restore them with conversion $b$. The saturated reference cycle is taken with a purge short enough to avoid this loss; with the same loss, the reference growth would be lower by the factor $1-d$.
- **Crowding.** Bulky adsorbed precursor lowers the uptake rate per ready site, by 30% at full coverage. The rate constant is held at the value that would give $a=0.9$ or 0.6 without crowding. This is a mild form of crowding. If adsorbed precursor blocks its nearest neighbours outright, a small periodic lattice of $4\times4$ sites gives inferred conversions of 0.87 and 0.67 against actual values of 0.87 and 0.60 in order I.
- **Unequal sites.** Half of the sites react with A at 0.5 times the nominal rate and half at 1.5 times.
- **Parasitic growth.** Water held by the oxide adds 0.005 nm to every cycle, including the saturated reference cycle.
- **Reference error.** The saturated growth is overestimated by 5%.

The table lists the actual and inferred conversions, the larger first. Actual values refer to the periodic state; for unequal sites, $a$ is the total uptake divided by the total ready fraction.

| Effect | I: actual; inferred | II: actual; inferred |
|---|---|---|
| hydroxyl loss | 0.90, 0.60; 0.91, 0.57 | 0.90, 0.60; 0.91, 0.57 |
| crowding | 0.84, 0.60; 0.83, 0.60 | 0.90, 0.56; 0.89, 0.56 |
| unequal sites | 0.82, 0.60; 0.85, 0.58 | 0.90, 0.55; 0.92, 0.55 |
| parasitic growth | 0.90, 0.60; 0.90, 0.61 | 0.90, 0.60; 0.90, 0.61 |
| reference error | 0.90, 0.60; 0.91, 0.57 | 0.90, 0.60; 0.91, 0.57 |

The largest shift is 0.033, caused by the reference error. Each effect was treated alone. All five together shift the order I pair by about 0.07 (actual 0.76, 0.60; inferred 0.82, 0.53) and the order II pair by about 0.03. The shifts also depend on how $\lambda$ is read, because with crowding or unequal sites the ratio of successive deviations is not constant. In order I, the first two cycles of a ready start give shifts of 0.05 to 0.06 for these two effects. With unequal sites in order I, cycles 2 and 3 of a covered start give a ratio of 0.114 at $g=0.529$, which violates (3), so that (2) has no real roots. An uncertainty of a few hundredths therefore holds only for single effects of the assumed strengths with $\lambda$ read from the first two cycles, apart from real changes in the conversions themselves.

The exchange symmetry responds differently to these effects. With hydroxyl loss, $x_n$ is replaced by $(1-d)x_n$ at the start of the A dose. The same steps as before give

$$
\lambda=(1-a)(1-b)(1-d),\qquad
g=\frac{ab(1-d)}{1-\lambda},
$$

which are still symmetric in $a$ and $b$. The order remains hidden as long as the loss is first order. Recombination of two hydroxyl groups to water is second order, so that $d$ depends on coverage. With the same $d=0.033$ on a fully ready surface, $g$ is then 0.550 in order I and 0.544 in order II. Crowding makes the A conversion depend on coverage and breaks the symmetry: the computed data are $g=0.537$, $\lambda=0.068$ in order I and $g=0.525$, $\lambda=0.050$ in order II. This comparison fixes the crowding strength and the rate constants. It does not show that two measured numbers would reveal the order if those quantities were unknown. Even with the crowding strength known, the data $g=0.5625$, $\lambda=0.04$ from a covered start still fit two assignments, $a=0.90$, $b=0.60$ and $a=0.60$, $b=0.91$, with $a$ taken in the periodic state. Unequal A sites also break the symmetry, giving $g=0.529$, $\lambda=0.063$ in order I and $g=0.521$, $\lambda=0.038$ in order II. The exact exchange symmetry is derived here only for equivalent sites with coverage-independent conversions. The ambiguity of the order can outlast it, and a different surface reaction needs its own analysis.

The deciding measurements are also affected. With hydroxyl loss a ready start gives $g_1=a(1-d)$. For $d=0.27$ in order I this is 0.657, nearer to the smaller inferred conversion 0.415 than to the larger 0.95, so it would point to the wrong order. Doubling the A dose still identifies the order at $d=0.27$ and with all five effects together. In the latter case the relative growth becomes 0.53 in order I and 0.62 in order II.
